# Thermal healing length of a silicon film on oxide: a program that tests the result

```python
# Result under test: a film on an oxide with an isothermal base has thermal
# healing length L = sqrt(k_film*t_film*t_ox/k_ox), when L >> t_film, t_ox.
# k: conductivity (W/m/K), t: thickness (m), R: area resistance (m^2 K/W).
# A line heater of power P per length (W/m = uW/um) sits in the film at x=0.
# The fin result is compared with a finite-volume solution of the full
# two-layer cross-section and with the exact decay modes of that section.
import numpy as np
from scipy import constants, sparse
from scipy.sparse.linalg import spsolve
from scipy.optimize import brentq
from scipy.integrate import quad

k_film, t_film = 80.0, 100e-9
k_ox, t_ox = 1.3, 300e-9
P = 100.0
temperature = 300.0
# rough typical values, used only to size neglected effects
k_si = 148.0            # bulk silicon near room temperature
r_interface = 5e-9      # each of the two oxide interfaces
k_air = 0.026
k_exponent = 1.3        # silicon: k falls as T**(-1.3)
sink_distance = 500e-6

R_ox = t_ox / k_ox
sheet = k_film * t_film
L = np.sqrt(sheet * R_ox)
peak = P * L / (2 * sheet)


def solve_section(r_top=0.0, r_base=0.0):
    """Half cross-section x>0; returns x, mean film rise, base heat per cell."""
    dx = dz = 25e-9
    nx, n_ox, n_film = 560, 12, 4
    nz = n_ox + n_film
    k = np.array([k_ox] * n_ox + [k_film] * n_film)
    vertical = np.zeros((nz, nz))
    for j in range(nz - 1):
        resistance = dz / (2 * k[j]) + dz / (2 * k[j + 1])
        if j == n_ox - 1:
            resistance += r_top
        g = dx / resistance
        vertical[j, j] += g
        vertical[j + 1, j + 1] += g
        vertical[j, j + 1] -= g
        vertical[j + 1, j] -= g
    g_base = dx / (dz / (2 * k_ox) + r_base)
    vertical[0, 0] += g_base
    diagonal = np.full(nx, 2.0)
    diagonal[0] = diagonal[-1] = 1.0
    off = -np.ones(nx - 1)
    lateral = sparse.diags([off, diagonal, off], [-1, 0, 1])
    matrix = (sparse.kron(sparse.csr_matrix(vertical), sparse.identity(nx))
              + sparse.kron(sparse.diags(k * dz / dx), lateral))
    source = np.zeros((nz, nx))
    source[n_ox:, 0] = 0.5 * P / n_film
    rise = spsolve(matrix.tocsc(), source.ravel()).reshape(nz, nx)
    x = (np.arange(nx) + 0.5) * dx
    return x, rise[n_ox:].mean(axis=0), g_base * rise[0]


def decay_length(x, film):
    i, j = np.searchsorted(x, [2e-6, 6e-6])
    return (x[j] - x[i]) / np.log(film[i] / film[j])


# Full two-layer solution against the fin result and the mode equation
x, film, base_heat = solve_section()
dx = x[1] - x[0]
decay_2d = decay_length(x, film)


def mode(q):
    return k_film * np.tan(q * t_film) * np.tan(q * t_ox) - k_ox


decay_mode = 1 / brentq(mode, 1e4, 0.4 * np.pi / t_ox)
decay_second = 1 / brentq(mode, np.pi / t_ox, 1.2 * np.pi / t_ox)
decay_expanded = np.sqrt(L**2 + (t_film**2 + t_ox**2) / 3)
assert abs(decay_2d / decay_mode - 1) < 5e-4   # grid error
assert abs(decay_expanded / decay_mode - 1) < 1e-3  # next order in t/L
assert abs(L / decay_2d - 1) < 0.02            # fin approximation
assert decay_second < 0.1 * decay_mode

peak_2d = film[0] + 0.5 * P * dx / (2 * sheet)
at_L_2d = np.interp(L, x, film)
heat_inside = np.interp(L, x + dx / 2, np.cumsum(base_heat)) / (P / 2)
assert abs(peak_2d / peak - 1) < 0.02          # fin approximation
assert abs(at_L_2d / (peak * np.exp(-1)) - 1) < 0.02
assert abs(heat_inside - (1 - np.exp(-1))) < 0.02

# Interface resistance: lumped factor against the full solution
x_r, film_r, _ = solve_section(r_interface, r_interface)
interface_factor = np.sqrt(1 + 2 * r_interface / R_ox)
interface_2d = decay_length(x_r, film_r) / decay_2d
assert abs(interface_2d - interface_factor) < 2e-3


# Substrate surface rise for the heat flux P/(2L)*exp(-|x|/L)
def substrate_rise(s):
    def integrand(v):
        return 0.5 * np.exp(-abs(v)) * np.log(sink_distance / (L * abs(s - v)))
    edges = sorted({-40.0, 0.0, float(s), 40.0})
    total = sum(quad(integrand, a, b, limit=200)[0]
                for a, b in zip(edges[:-1], edges[1:]))
    return P / (np.pi * k_si) * total


substrate_0 = substrate_rise(0.0)
substrate_3 = substrate_rise(3.0)
closed = P / (np.pi * k_si) * (np.log(sink_distance / L) + np.euler_gamma)
assert abs(substrate_0 / closed - 1) < 1e-5


# Film drop from x=0 to x=L with film and substrate coupled (Fourier)
def film_drop(coupling):
    def integrand(u):
        return (1 - np.cos(u)) / (u**2 + u / (u + coupling))
    cut = 200.0
    total = quad(integrand, 1e-9, 1, limit=200)[0]
    total += quad(integrand, 1, cut, limit=1000)[0] + 1 / cut
    return P * L / (np.pi * sheet) * total


drop_fin = peak * (1 - np.exp(-1))
assert abs(film_drop(0.0) / drop_fin - 1) < 1e-4  # truncated tail
drop_coupled = film_drop(L / (R_ox * k_si))


# Grey phonon path from the in-plane reduction by diffuse film walls
def wall_reduction(path):
    d = t_film / path
    # integration variable m = direction cosine to the film normal
    loss = quad(lambda m: (m - m**3) * (1 - np.exp(-d / m)), 0, 1)[0]
    return 1 - 1.5 / d * loss


path = brentq(lambda p: wall_reduction(p) - k_film / k_si, 20e-9, 2e-6)
ratio = path / L
flux_factor = 3 * quad(lambda m: m**2 / (1 - (m * ratio)**2), 0, 1)[0]
assert abs(flux_factor - (1 + 0.6 * ratio**2)) < ratio**4

h_air = k_air / L
h_rad = 4 * constants.sigma * temperature**3
air_shift = 1 / np.sqrt(1 + h_air * R_ox) - 1
k_shift = (1 + peak / temperature)**(-k_exponent / 2) - 1

print(f"film: thickness {t_film*1e9:.0f} nm, conductivity {k_film:.0f} W/mK")
print(f"oxide: thickness {t_ox*1e9:.0f} nm, conductivity {k_ox:.1f} W/mK")
print(f"heater power per length {P:.0f} uW/um")
print(f"oxide area resistance {R_ox:.4e} m^2 K/W")
print(f"oxide area conductance {1/R_ox:.4e} W/m^2 K")
print(f"film sheet conductance {sheet:.3e} W/K")
print(f"L squared {L**2*1e12:.4f} um^2")
print(f"healing length L {L*1e6:.4f} um = {L*1e9:.1f} nm")
print(f"L / oxide thickness {L/t_ox:.2f}")
print(f"fin: peak rise {peak:.3f} K")
print(f"fin: rise at L {peak*np.exp(-1):.3f} K")
print(f"fin: rise at 3L {peak*np.exp(-3):.3f} K")
print(f"fin: heat share entering oxide within L {1-np.exp(-1):.4f}")
print(f"2D: peak rise {peak_2d:.3f} K")
print(f"2D: rise at L {at_L_2d:.3f} K")
print(f"2D: heat share entering base within L {heat_inside:.4f}")
print(f"2D: decay length from grid {decay_2d*1e6:.4f} um")
print(f"2D: decay length from mode equation {decay_mode*1e6:.4f} um")
print(f"2D: decay length from expansion {decay_expanded*1e6:.4f} um")
print(f"2D: second-mode decay length {decay_second*1e9:.1f} nm")
print(f"2D decay length relative to L {100*(decay_mode/L-1):+.2f} %")
print(f"oxide lateral term t_ox^2/3 {t_ox**2/3*1e12:.4f} um^2")
print(f"film vertical term t_film^2/3 {t_film**2/3*1e12:.4f} um^2")
print(f"rough resistance per interface {r_interface:.1e} m^2 K/W")
print(f"two interfaces: L change, lumped {100*(interface_factor-1):+.2f} %")
print(f"two interfaces: L change, 2D grid {100*(interface_2d-1):+.2f} %")
print(f"rough bulk silicon conductivity {k_si:.0f} W/mK")
print(f"rough distance to heat sink {sink_distance*1e6:.0f} um")
print(f"substrate surface rise at x=0 {substrate_0:.3f} K")
print(f"substrate surface rise at x=3L {substrate_3:.3f} K")
print(f"film drop from 0 to L, fin {drop_fin:.3f} K")
print(f"film drop from 0 to L, with substrate {drop_coupled:.3f} K")
print(f"rough air conductivity {k_air:.3f} W/mK")
print(f"air loss coefficient k_air/L {h_air:.2e} W/m^2 K")
print(f"air loss: L change {100*air_shift:+.2f} %")
print(f"temperature for radiation and k(T) {temperature:.0f} K")
print(f"far-field radiation coefficient, black {h_rad:.2f} W/m^2 K")
print(f"radiation / oxide conductance {h_rad*R_ox:.1e}")
print(f"rough exponent of k(T) {k_exponent:.1f}")
print(f"k(T) at peak rise: L change {100*k_shift:+.2f} %")
print(f"grey phonon mean free path {path*1e9:.0f} nm")
print(f"mean free path / L {ratio:.3f}")
print(f"phonon flux factor, bulk estimate {flux_factor:.4f}")
print(f"long phonon paths: L change {100*(np.sqrt(flux_factor)-1):+.2f} %")
print("OK")
```

Printed output:

```
film: thickness 100 nm, conductivity 80 W/mK
oxide: thickness 300 nm, conductivity 1.3 W/mK
heater power per length 100 uW/um
oxide area resistance 2.3077e-07 m^2 K/W
oxide area conductance 4.3333e+06 W/m^2 K
film sheet conductance 8.000e-06 W/K
L squared 1.8462 um^2
healing length L 1.3587 um = 1358.7 nm
L / oxide thickness 4.53
fin: peak rise 8.492 K
fin: rise at L 3.124 K
fin: rise at 3L 0.423 K
fin: heat share entering oxide within L 0.6321
2D: peak rise 8.439 K
2D: rise at L 3.130 K
2D: heat share entering base within L 0.6258
2D: decay length from grid 1.3710 um
2D: decay length from mode equation 1.3710 um
2D: decay length from expansion 1.3709 um
2D: second-mode decay length 95.2 nm
2D decay length relative to L +0.90 %
oxide lateral term t_ox^2/3 0.0300 um^2
film vertical term t_film^2/3 0.0033 um^2
rough resistance per interface 5.0e-09 m^2 K/W
two interfaces: L change, lumped +2.14 %
two interfaces: L change, 2D grid +2.12 %
rough bulk silicon conductivity 148 W/mK
rough distance to heat sink 500 um
substrate surface rise at x=0 1.395 K
substrate surface rise at x=3L 1.059 K
film drop from 0 to L, fin 5.368 K
film drop from 0 to L, with substrate 5.411 K
rough air conductivity 0.026 W/mK
air loss coefficient k_air/L 1.91e+04 W/m^2 K
air loss: L change -0.22 %
temperature for radiation and k(T) 300 K
far-field radiation coefficient, black 6.12 W/m^2 K
radiation / oxide conductance 1.4e-06
rough exponent of k(T) 1.3
k(T) at peak rise: L change -1.80 %
grey phonon mean free path 185 nm
mean free path / L 0.136
phonon flux factor, bulk estimate 1.0113
long phonon paths: L change +0.56 %
OK
```
